# Explicit time-step limit for polarization diffusion on a cubic grid: verification in Python

```python
"""
Result under test: forward Euler for gamma dP/dt = g Laplacian(P), with the
seven-point Laplacian on a periodic cubic grid (even number of nodes per edge),
is stable if and only if dt <= gamma h^2 / (6 g).
Also tested: the stricter linear limit near a Landau well,
dt < gamma / (6 g/h^2 + |alpha|), for f = alpha P^2/2 + beta P^4/4, alpha < 0.

P     polarization component (C/m^2)     g     gradient coefficient (J m^3/C^2)
gamma damping (ohm m)                    h     grid spacing (m)
dt    time step (s)                      alpha, beta  Landau coefficients
"""
import numpy as np

g = 1.0e-10
gamma = 0.1
h = 0.5e-9
alpha = -1.0e8
P_well = 0.5
beta = -alpha / P_well**2
rng = np.random.default_rng(7)


def laplacian(field, spacing):
    total = np.zeros_like(field)
    for axis in range(field.ndim):
        total += np.roll(field, 1, axis) + np.roll(field, -1, axis) - 2 * field
    return total / spacing**2


def diffusion_step(field, dt):
    return field + dt * g / gamma * laplacian(field, h)


def full_step(field, dt):
    force = g * laplacian(field, h) - alpha * field - beta * field**3
    return field + dt / gamma * force


def decay_rates(nodes, dim, spacing):
    """Eigenvalues of -(g/gamma) Laplacian, from its explicit matrix."""
    size = nodes**dim
    matrix = np.empty((size, size))
    for j in range(size):
        unit = np.zeros(size)
        unit[j] = 1.0
        column = laplacian(unit.reshape((nodes,) * dim), spacing)
        matrix[:, j] = -g / gamma * column.ravel()
    assert np.allclose(matrix, matrix.T, rtol=1e-13, atol=0)
    return np.linalg.eigvalsh(matrix)


def numerical_limit(nodes, dim, spacing):
    """Largest dt for which every factor 1 - rate*dt is at least -1."""
    return 2 / decay_rates(nodes, dim, spacing)[-1]


def checkerboard(nodes):
    return (-1.0) ** np.indices((nodes,) * 3).sum(axis=0)


dt_diff = gamma * h**2 / (6 * g)
dt_well = gamma / (6 * g / h**2 + abs(alpha))
ps = 1e12

print(f"gradient coefficient g = {g:.1e} J m^3/C^2")
print(f"damping gamma = {gamma:.2f} ohm m")
print(f"grid spacing h = {h*1e9:.2f} nm")
print(f"Landau alpha = {alpha:.1e} J m/C^2")
print(f"Landau beta = {beta:.1e} J m^5/C^4")
print(f"well polarization P0 = {P_well:.2f} C/m^2")
print(f"diffusion limit, formula = {dt_diff*ps:.3f} ps")

# The stencil must be the gradient of the discrete energy.
def gradient_energy(field):
    squares = sum(((np.roll(field, -1, a) - field) / h) ** 2 for a in range(3))
    return h**3 * g / 2 * squares.sum()


sample = rng.uniform(-0.5, 0.5, (6, 6, 6))
stencil_force = g * laplacian(sample, h)
shift = 0.1
worst = 0.0
for node in [(0, 0, 0), (2, 3, 5), (5, 1, 4), (3, 3, 3)]:
    up, down = sample.copy(), sample.copy()
    up[node] += shift
    down[node] -= shift
    slope = (gradient_energy(up) - gradient_energy(down)) / (2 * shift)
    error = abs(-slope / h**3 - stencil_force[node])
    worst = max(worst, error / np.abs(stencil_force).max())
assert worst < 1e-10
print(f"energy derivative vs stencil, worst relative error = {worst:.0e}")

# Whole spectrum of the 3D operator against the sine formula.
s = np.sin(np.pi * np.arange(6) / 6) ** 2
sine_sum = s[:, None, None] + s[None, :, None] + s[None, None, :]
formula_rates = np.sort((4 * g / (gamma * h**2) * sine_sum).ravel())
matrix_rates = decay_rates(6, 3, h)
assert np.allclose(matrix_rates, formula_rates, rtol=0,
                   atol=1e-11 * formula_rates[-1])
print(f"fastest decay rate, 3D matrix = {matrix_rates[-1]:.4e} 1/s")

# Limits from diagonalization in one, two and three dimensions.
for dim in (1, 2, 3):
    found = numerical_limit(6, dim, h)
    assert np.isclose(found, gamma * h**2 / (2 * dim * g), rtol=1e-10)
    print(f"limit from diagonalization, {dim}D, N=6 = {found*ps:.3f} ps")

odd_limit = numerical_limit(5, 3, h)
assert np.isclose(odd_limit, dt_diff / np.cos(np.pi / 10) ** 2, rtol=1e-10)
print(f"limit from diagonalization, 3D, odd N=5 = {odd_limit*ps:.3f} ps")
print(f"odd-grid limit / diffusion limit = {odd_limit/dt_diff:.4f}")
half_limit = numerical_limit(6, 3, h / 2)
assert np.isclose(half_limit, dt_diff / 4, rtol=1e-10)
print(f"limit from diagonalization, 3D, h/2 = {half_limit*ps:.3f} ps")
print(f"work factor on halving h = {8*dt_diff/half_limit:.1f}")

# Checkerboard factor measured by applying one step.
board = checkerboard(8)
for fraction in (0.25, 0.50, 0.75, 1.00, 1.02):
    dt = fraction * dt_diff
    stepped = diffusion_step(board, dt)
    factor = np.mean(stepped * board)
    assert np.allclose(stepped, factor * board, atol=1e-12)
    assert np.isclose(factor, 1 - 12 * g * dt / (gamma * h**2), atol=1e-12)
    print(f"checkerboard factor at {fraction:.2f} of limit = {factor+0.0:+.3f}")

# Random noise just below and just above the limit.
noise = rng.uniform(-0.01, 0.01, (8, 8, 8))
noise -= noise.mean()
steps = 600
print(f"noise runs: N=8 per edge, steps = {steps}")
print(f"initial noise, max |P| = {np.abs(noise).max():.2e} C/m^2")

field = noise.copy()
for _ in range(steps):
    new = diffusion_step(field, 0.98 * dt_diff)
    assert new.max() <= field.max() + 1e-15
    assert new.min() >= field.min() - 1e-15
    field = new
assert np.abs(field).max() < 1e-8 * np.abs(noise).max()
print(f"final max |P| at 0.98 of limit = {np.abs(field).max():.1e} C/m^2")

field = noise.copy()
for _ in range(steps):
    previous = field
    field = diffusion_step(field, 1.02 * dt_diff)
growth = np.linalg.norm(field) / np.linalg.norm(previous)
assert np.abs(field).max() > 1e4 * np.abs(noise).max()
assert np.isclose(growth, 12 * g * 1.02 * dt_diff / (gamma * h**2) - 1,
                  rtol=1e-8)
print(f"final max |P| at 1.02 of limit = {np.abs(field).max():.1e} C/m^2")
print(f"growth per step at 1.02 of limit = {growth:.4f}")

# Full nonlinear equation near the well: the local energy lowers the limit.
print(f"well limit, formula = {dt_well*ps:.3f} ps")
print(f"well limit / diffusion limit = {dt_well/dt_diff:.4f}")
dt_low, dt_high = 39e-12, 41e-12
assert dt_low < dt_well < dt_high < dt_diff
amplitude = 1e-6 * P_well
well_steps = 50
print(f"well runs: steps = {well_steps}, start = {amplitude:.1e} C/m^2")
measured = []
for dt in (dt_low, dt_high):
    field = P_well + amplitude * board
    for _ in range(well_steps):
        field = full_step(field, dt)
    final = abs(np.mean((field - P_well) * board))
    per_step = (final / amplitude) ** (1 / well_steps)
    predicted = abs(1 - 2 * dt / dt_well)
    assert np.isclose(per_step, predicted, rtol=1e-5)
    measured.append(per_step)
    print(f"well run dt = {dt*ps:.1f} ps: final amplitude = {final:.2e} C/m^2")
    print(f"well run dt = {dt*ps:.1f} ps: factor size per step = {per_step:.4f}")
assert measured[0] < 1 < measured[1]

print("all tests passed")
```

Output:

```
gradient coefficient g = 1.0e-10 J m^3/C^2
damping gamma = 0.10 ohm m
grid spacing h = 0.50 nm
Landau alpha = -1.0e+08 J m/C^2
Landau beta = 4.0e+08 J m^5/C^4
well polarization P0 = 0.50 C/m^2
diffusion limit, formula = 41.667 ps
energy derivative vs stencil, worst relative error = 1e-14
fastest decay rate, 3D matrix = 4.8000e+10 1/s
limit from diagonalization, 1D, N=6 = 125.000 ps
limit from diagonalization, 2D, N=6 = 62.500 ps
limit from diagonalization, 3D, N=6 = 41.667 ps
limit from diagonalization, 3D, odd N=5 = 46.066 ps
odd-grid limit / diffusion limit = 1.1056
limit from diagonalization, 3D, h/2 = 10.417 ps
work factor on halving h = 32.0
checkerboard factor at 0.25 of limit = +0.500
checkerboard factor at 0.50 of limit = +0.000
checkerboard factor at 0.75 of limit = -0.500
checkerboard factor at 1.00 of limit = -1.000
checkerboard factor at 1.02 of limit = -1.040
noise runs: N=8 per edge, steps = 600
initial noise, max |P| = 9.98e-03 C/m^2
final max |P| at 0.98 of limit = 3.8e-15 C/m^2
final max |P| at 1.02 of limit = 2.7e+06 C/m^2
growth per step at 1.02 of limit = 1.0400
well limit, formula = 40.000 ps
well limit / diffusion limit = 0.9600
well runs: steps = 50, start = 5.0e-07 C/m^2
well run dt = 39.0 ps: final amplitude = 3.85e-08 C/m^2
well run dt = 39.0 ps: factor size per step = 0.9500
well run dt = 41.0 ps: final amplitude = 5.73e-06 C/m^2
well run dt = 41.0 ps: factor size per step = 1.0500
all tests passed
```
